\section*{Sine and cosine of a uniform azimuth from a disc point, part 2}

An ion crosses an amorphous target and collides with one atom at a time, each at rest. Atoms lie with equal probability in all directions around the path, so the collision azimuth $\varphi$ is uniform. The task is to sample each collision and turn the direction of flight.

A point $(x,y)$ drawn uniformly from the unit disc, with polar angle $\theta$, supplies
\begin{equation}
s=x^2+y^2,\qquad C=\frac{x^2-y^2}{s},\qquad S=\frac{2xy}{s}.
\label{eq:rule}
\end{equation}
Here $C=\cos\varphi$ and $S=\sin\varphi$, with $\varphi=2\theta$ modulo $2\pi$. The number $s$ is uniform on $(0,1)$ and independent of $\varphi$. The example uses $x=0.12$, $y=-0.09$, hence $s=0.0225$, $C=0.28$, $S=-0.96$ and $\varphi=286.26^\circ$.

The unit vector of flight is $\mathbf n=(u,v,w)$, with $w$ along the inward surface normal and $q=\sqrt{u^2+v^2}>0$. Two unit vectors across the path are
\begin{equation}
\mathbf e_1=\left(\frac{uw}{q},\frac{vw}{q},-q\right),\qquad
\mathbf e_2=\left(-\frac vq,\frac uq,0\right).
\end{equation}
A deflection by the polar angle $\psi$ gives the new direction $\mathbf n'=(u',v',w')$:
\begin{equation}
\mathbf n'=\mathbf n\cos\psi+\sin\psi\,(C\mathbf e_1+S\mathbf e_2).
\label{eq:turn}
\end{equation}

For prescribed deflections $\psi_1,\dots,\psi_K$ and independent uniform azimuths, the initial direction $\mathbf n_0$ and the direction $\mathbf n_K$ after $K$ collisions satisfy
\begin{equation}
\langle\mathbf n_K\cdot\mathbf n_0\rangle
=\cos\psi_K\,\langle\mathbf n_{K-1}\cdot\mathbf n_0\rangle
=\dots=\prod_{k=1}^{K}\cos\psi_k .
\label{eq:product}
\end{equation}

Formulas are in SI form, with $e$ the elementary charge, $\varepsilon_0$ the vacuum permittivity and $\hbar$ the reduced Planck constant. Numerical values use nm, eV or keV, and atomic mass units u.

The closing numerical output also lists checks of the sampling. Disc points are made by drawing from the enclosing square and rejecting those outside the disc, which takes $4/\pi$ trials on average. The entries for the full square and the quarter disc show the faulty means that those regions give.

\subsection{The impact parameter from the same point}

The impact parameter $p$ is the distance at which the ion would pass the atom if it were not deflected. For atoms spread evenly over a circle of radius $p_{\max}$ around the path, the probability of $p<p_1$ is the area ratio $p_1^2/p_{\max}^2$. The choice
\begin{equation}
p=p_{\max}\sqrt{s}
\end{equation}
has this law, because $P(p<p_1)=P(s<p_1^2/p_{\max}^2)=p_1^2/p_{\max}^2$. The deflection then depends on $s$ and not on $\varphi$, so one disc point serves the whole collision. The next collision needs a new point.

With one collision per mean atomic spacing $N^{-1/3}$, where $N$ is the atomic density, the cylinder swept by the circle should contain one atom on average:
\begin{equation}
\pi p_{\max}^2N^{-1/3}=\frac1N
\quad\Longrightarrow\quad
p_{\max}=\frac{N^{-1/3}}{\sqrt\pi}.
\end{equation}

The disc point is not a map of the collision. Its polar angle is $\theta$, while the azimuth used is $2\theta$. For random surroundings the joint law of $p$ and $\varphi$ is all that matters, and it is correct.

\subsection{The polar deflection}

Let $M_1$ and $M_2$ be the masses of ion and atom, $v_0$ the speed of the ion and $E=M_1v_0^2/2$. The relative motion has the reduced mass $m=M_1M_2/(M_1+M_2)$ and the energy
\begin{equation}
E_c=\frac{mv_0^2}{2}=E\,\frac{M_2}{M_1+M_2}.
\end{equation}
At separation $r$ the conserved angular momentum $mv_0p$ gives the angular speed $v_0p/r^2$. Energy conservation with the potential $V(r)$ gives
\begin{equation}
\left(\frac{dr}{dt}\right)^2=v_0^2F(r),\qquad
F(r)=1-\frac{V(r)}{E_c}-\frac{p^2}{r^2}.
\end{equation}
Dividing the angular speed by the radial speed gives the angle swept per unit $r$, $p/(r^2\sqrt F)$. The approach and the retreat sweep equal angles, and an undeflected path sweeps $\pi$. With $r_0$ the closest separation, where $F(r_0)=0$, the deflection in the centre-of-mass frame is
\begin{equation}
\theta_c=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{F(r)}} .
\end{equation}
The integrand diverges at $r_0$. The substitution $r=r_0/(1-\eta^2)$ has $dr/r^2=-d(1-\eta^2)/r_0=2\eta\,d\eta/r_0$, and therefore
\begin{equation}
\theta_c=\pi-\frac{4p}{r_0}\int_0^1
\frac{\eta\,d\eta}{\sqrt{F\bigl(r_0/(1-\eta^2)\bigr)}} .
\end{equation}
Near $\eta=0$, $F$ is proportional to $\eta^2$, so the new integrand is finite and ordinary quadrature works.

The potential is the universal Ziegler--Biersack--Littmark form, a fitted average over many atom pairs, taken here as an input:
\begin{align}
V(r)&=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\Phi(r/a),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},\\
\Phi(t)&=0.1818e^{-3.2t}+0.5099e^{-0.9423t}\nonumber\\
&\quad+0.2802e^{-0.4029t}+0.02817e^{-0.2016t}.
\end{align}
Here $Z_1$ and $Z_2$ are the atomic numbers and $a_0$ is the Bohr radius.

To return to the laboratory, add the centre-of-mass speed $M_1v_0/(M_1+M_2)$ to the forward velocity of the ion. In the centre-of-mass frame the ion has the speed $M_2v_0/(M_1+M_2)$ before and after the collision. The ratio of its transverse to its forward velocity is then
\begin{equation}
\tan\psi=\frac{M_2\sin\theta_c}{M_2\cos\theta_c+M_1}
=\frac{\sin\theta_c}{\cos\theta_c+M_1/M_2}.
\end{equation}
The momentum given to the atom is $2mv_0\sin(\theta_c/2)$, the difference of two vectors of length $mv_0$ at the angle $\theta_c$. Its recoil energy is
\begin{equation}
T=\frac{4m^2v_0^2\sin^2(\theta_c/2)}{2M_2}
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac{\theta_c}{2}.
\end{equation}

\subsection{One collision of boron in silicon}

A boron ion of 50 keV travels at $7^\circ$ to the surface normal. With $M_1=11.009$ u and $M_2=28.086$ u, $E_c=50\times28.086/39.095=35.920$ keV. The lattice constant $0.5431$ nm sets the density $N=8/0.5431^3=49.94$ nm$^{-3}$, so $N^{-1/3}=0.2716$ nm and $p_{\max}=0.1532$ nm. The disc point with $s=0.0225$ gives
\begin{equation}
p=0.1532\sqrt{0.0225}=0.1532\times0.15=0.0230\ \text{nm}.
\end{equation}
This is a close collision: a fraction $s=2.25\,\%$ of sampled collisions is closer. The screening length is $0.01427$ nm, and the scattering integral gives $\theta_c=3.084^\circ$. Then
\begin{align}
\tan\psi&=\frac{0.05380}{0.99855+0.39197}=0.03869,\qquad \psi=2.216^\circ,\\
T&=0.8092\times50000\times(0.02691)^2=29.3\ \text{eV}.
\end{align}
Direct integration of the motion of both particles gives the same $\psi$ and $T$ to the digits quoted. This checks the calculation for the given potential; the fitted potential itself is not accurate to that many digits. With the Firsov screening length, the Moli\`ere screening function gives $\psi=2.23^\circ$ and $T=29.8$ eV, and the Kr--C function gives $2.35^\circ$ and $33.1$ eV.

The initial direction is $(0.1219,0,0.9925)$, so $\mathbf e_1=(0.9925,0,-0.1219)$ and $\mathbf e_2=(0,1,0)$. With $\cos\psi=0.99925$, $\sin\psi=0.03866$, $C=0.28$ and $S=-0.96$,
\begin{align}
u'&=0.1218+0.03866(0.28)(0.9925)=0.1325,\\
v'&=0.03866(-0.96)=-0.0371,\\
w'&=0.9918-0.03866(0.28)(0.1219)=0.9905 .
\end{align}
The values with more digits are in the numerical output.

\subsection{Where a uniform azimuth fails}

In a crystal, successive atoms are not placed independently. Consider the same ion travelling parallel to a $\langle110\rangle$ row, at $0.0230$ nm from it. The atoms are $0.3840$ nm apart and all push the ion to the same side. Let $\Psi$ be the deflection accumulated so far. Between atoms the distance from the row grows by $0.3840\tan\Psi$ nm, and the next impact parameter is that distance times $\cos\Psi$. The first four deflections are $2.216^\circ$, $0.841^\circ$, $0.301^\circ$ and $0.122^\circ$. They fall because the ion moves away from the row.

With equal azimuths they add to $3.479^\circ$. Integration of the motion past four initially resting atoms, with no forces between the atoms, also gives $3.479^\circ$. This treats the row in isolation. In silicon the row is one half of a zigzag chain whose partner row lies $0.136$ nm away. With all rows within $0.45$ nm included, the total stays at $3.48^\circ$ if the ion is offset sideways or away from the partner row, and it falls to $3.16^\circ$ if the ion is offset towards it. If the same four deflections are given random azimuths, Eq.~\eqref{eq:product} yields a mean direction cosine that corresponds to $2.392^\circ$. With the polar deflections held fixed, the correlation thus raises this measure of the turning by a factor of about $1.45$. A crystal simulation should place the atoms and take each azimuth from the actual vector between atom and path, without doubling it.

Thermal motion weakens the correlation. A rough displacement of $0.0075$ nm, perpendicular both to the path and to the line from the atom to the path, turns the first azimuth by $\arctan(0.0075/0.0230)=18^\circ$. This is far from a full randomization. A displacement along the line from the atom to the path matters more for the size of the deflection, since it changes $p$ by a third. With independent Gaussian displacements of this rms size along both transverse axes, the middle $68\,\%$ of first deflections lie between about $1.2^\circ$ and $3.7^\circ$, and the middle $68\,\%$ of four-atom totals between about $3.1^\circ$ and $4.7^\circ$. The value $3.479^\circ$ belongs to a static row.

Other neglected effects differ in size. A neighbour one bond length away across the path, at $0.2122$ nm from the ion, deflects it by $0.003^\circ$, or $0.14\,\%$ of $\psi$. This sizes one arrangement and is not a bound for all of them: an atom at $0.113$ nm from the path deflects the ion by $0.04^\circ$. The value at $0.2122$ nm also rests on the tail of the fitted screening function, and other common forms give $0.005^\circ$ to $0.006^\circ$. Wave mechanics matters more for a single ion. A packet as wide as $p$ would have a diffraction spread of only about $\hbar/(M_1v_0p)=0.015^\circ$, but its parts would be deflected by very different angles. A packet of smaller width $\delta$ has the diffraction spread $\hbar/(2M_1v_0\delta)$, while the classical deflection varies across it by about $|d\psi/dp|\,\delta$. The root of the sum of their squares is smallest when the two are equal, and it is then $\sqrt{\hbar\,|d\psi/dp|/(M_1v_0)}$. With $|d\psi/dp|$ of about 3 rad/nm at this impact parameter, the least blur is about $0.25^\circ$, or $11\,\%$ of $\psi$. It is a spread about the mean deflection and not a shift of that size.

Energy loss to electrons over one mean spacing can be estimated from the Lindhard--Scharff formula, used here without derivation:
\begin{equation}
\Delta E=\frac{8\pi e^2a_0}{4\pi\varepsilon_0}\,
\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,
\frac{v_0}{\alpha c}\,N^{2/3},
\end{equation}
where $\alpha$ is the fine-structure constant and $c$ the speed of light. It gives about 39 eV, or $0.08\,\%$ of the ion energy. This is a rough scale only: for boron in silicon the formula underestimates the loss by several tens of percent, so a range computed with it comes out too deep. The loss is comparable with the recoil energy of this collision. It hardly alters one deflection, but it accumulates along the path, and a range calculation must include it. It does not disturb the uniformity of the azimuth.

The assumption of an amorphous structure fails for a crystalline silicon wafer, unless the layer that the ions cross has been amorphized beforehand. The tilt is meant to keep the beam away from the open directions of the crystal, but an ion can be scattered into alignment later. For the aligned ion above, correlated azimuths raise the turning from $2.4^\circ$ to $3.5^\circ$ over four atoms when the four polar deflections are held fixed. This is not the difference between the crystal and the amorphous model, which also samples new impact parameters. After the same first collision, three sampled collisions give a median total of $2.2^\circ$, while rare close collisions raise the angle of the mean direction cosine to $3.4^\circ$. These figures belong to this distance and energy, and they do not give the error of an implanted depth profile.

\section*{Numbers as computed}
\begin{verbatim}
Lattice acceptance of square: 0.78540; pi/4 = 0.78540
Mean trials per point: 1.2732; 4/pi = 1.2732
Largest error of joint (phi, s) probability: 1.5e-05
Full square, mean cos(2 phi): -0.14159; 3-pi = -0.14159
Full square, mean C^2 and S^2: 0.4292, 0.5708
Quarter disc, mean S: 0.6365; 2/pi = 0.6366
Test deflections (rad): 0.5 0.9 0.7
Mean direction cosine, 200000 paths: 0.4165 +/- 0.0009; product law 0.4172
Ion energy: 50 keV; beam tilt: 7 deg
Masses B, Si: 11.009, 28.086 u
Silicon lattice constant: 0.5431 nm
Atomic density: 49.94 nm^-3
Mean atomic spacing: 0.2716 nm
Largest impact parameter p_max: 0.1532 nm
Disc point x, y: 0.12, -0.09; s = 0.0225
C = 0.2800, S = -0.9600
Azimuth phi (for display only): 286.26 deg
Impact parameter: 0.02298 nm
Screening length: 0.01427 nm
Centre-of-mass energy: 35.920 keV
Centre-of-mass deflection: 3.0841 deg
Laboratory deflection: 2.2158 deg; from integrated motion 2.2158 deg
Recoil energy: 29.30 eV; from integrated motion 29.30 eV
Direction before: 0.12187 0.00000 0.99255
Direction after:  0.13252 -0.03712 0.99048
Row spacing along <110>: 0.3840 nm
Row deflections, atoms 1 to 4 (deg): 2.216 0.841 0.301 0.122
Row total, equal azimuths: 3.479 deg; from integrated motion 3.479 deg
Same deflections, random azimuths: 2.392 deg (arccos of mean cosine)
Ratio equal/random: 1.455
Rough thermal displacement: 0.0075 nm; azimuth shift 18.1 deg
Neighbour across path at 0.2122 nm: deflection 0.00309 deg
Wave blur of deflection: 0.0154 deg, 0.69 % of deflection
Electronic loss per mean spacing (rough): 39.4 eV, 0.079 % of ion energy
\end{verbatim}
